# Spin-Current Polarization of a Transverse Conical Magnet in a Field

## The problem

Magnetic layers are stacked along $x$. Within a layer all spins are parallel, and layer $n$ has the unit spin vector $\mathbf s_n$, taken along its magnetic moment. From layer to layer the spins turn on a cone whose axis is fixed along $z$, perpendicular to the stacking direction. A magnetic field $B$ is applied along $z$.

Neighbouring spins of length $S$ induce an electric dipole by the spin-current mechanism,

$$\mathbf p_n=\lambda S^2\,\hat{\mathbf x}\times(\mathbf s_n\times\mathbf s_{n+1}),$$

where $\lambda$ is a material coefficient. The polarization $\mathbf P$ is the average bond dipole divided by the volume $V$ per spin.

Assume that

1. the spins have fixed length;
2. the magnetization is proportional to the field, $m\equiv M/M_s=B/B_s$, up to the field $B_s$ at which the cone closes;
3. the turn angle $Q$ per layer does not depend on the field;
4. the sense of rotation is the same throughout the sample and is kept as the field changes.

**(a)** Find $\mathbf P$ as a function of $m$ and $Q$.

**(b)** Show that at $B_s/2$ the polarization is 75 percent of its zero-field value.

**(c)** Assumptions 2 and 3 are statements about energy. Show that they follow from a classical model with exchange $J_1$ and $J_2$ between first- and second-neighbour layers, ferromagnetic exchange inside the layers and a weak easy-plane anisotropy. Find $B_s$.

**(d)** Evaluate the result for $S=5/2$, $g=2$, $J_1=-0.20$ meV, $J_2=0.10$ meV, in-layer exchange $J_L=-1.00$ meV, anisotropy $K=0.020$ meV, $\lambda=1.2\times10^{-5}\,e\,$nm and $V=0.1$ nm$^3$. Estimate how far the main neglected effects move the 75 percent.

## Hints

**Hint 1.** Split each spin into a constant part along $z$ and a rotating part in the $xy$ plane. The fixed length ties the two together.

**Hint 2.** Work out all three components of $\mathbf s_n\times\mathbf s_{n+1}$. Two of them are differences between neighbouring layers, and sums of such differences telescope.

**Hint 3.** For (c), the scalar product of two spins $p$ layers apart depends on $p$, $Q$ and $m$ but not on $n$. Collect the energy in powers of $m$.

**Hint 4.** To show that no other arrangement has lower energy, write the exchange energy in Fourier components and use the fixed spin length as a sum rule.

## Solution

### (a) The polarization of the cone

A unit vector with $z$ component $m$ has a transverse part of length $r=\sqrt{1-m^2}$. The cone is therefore

$$\mathbf s_n=(r\cos Qn,\; r\sin Qn,\; m).$$

The components of the cross product are

$$(\mathbf s_n\times\mathbf s_{n+1})_x=rm\,[\sin Qn-\sin Q(n+1)],$$

$$(\mathbf s_n\times\mathbf s_{n+1})_y=rm\,[\cos Q(n+1)-\cos Qn],$$

$$(\mathbf s_n\times\mathbf s_{n+1})_z=r^2[\cos Qn\,\sin Q(n+1)-\sin Qn\,\cos Q(n+1)]=r^2\sin Q.$$

The last step uses the sine of a difference of angles. The $z$ component is the same on every bond.

For any vector $\mathbf a$, $\hat{\mathbf x}\times\mathbf a=(0,-a_z,a_y)$. The $x$ component of the cross product thus drops out. The $y$ component gives a dipole along $z$ whose average over $N$ bonds is

$$\frac{rm}{N}\sum_{n=0}^{N-1}[\cos Q(n+1)-\cos Qn]=\frac{rm}{N}(\cos QN-1).$$

This vanishes over a full period, and for a pitch that does not fit the lattice it falls off as $1/N$. What remains is

$$\mathbf P=-\hat{\mathbf y}\,\frac{\lambda S^2}{V}\,(1-m^2)\sin Q .$$

The polarization is perpendicular both to the stacking direction and to the cone axis. Reversing the sense of rotation, $Q\to-Q$, reverses it. This is why assumption 4 is needed: if domains of opposite rotation changed their shares with field, the net polarization would follow the shares as well as the cone.

Second-neighbour bonds would add a term with $\sin 2Q$ in place of $\sin Q$ and the same factor $1-m^2$, so ratios would not change. If the cone axis lay along $x$, the average of $\mathbf s_n\times\mathbf s_{n+1}$ would also lie along $x$, and its product with $\hat{\mathbf x}$ would vanish. The transverse orientation is what makes the cone polar.

### (b) The value at half the saturation field

The prefactor and $\sin Q$ do not depend on field. With $m=B/B_s$,

$$\frac{P(B)}{P(0)}=1-\left(\frac{B}{B_s}\right)^2,\qquad |B|\le B_s,$$

and at $B=B_s/2$ this is $1-\tfrac14=\tfrac34$.

The spin current contains two transverse components, one from each spin, so it measures the square of the transverse length. The field raises the axial component linearly, and the fixed length removes its square from the transverse part. At half saturation the transverse length is still $\sqrt{3/4}\approx0.87$ of its full value.

At zero field $m=0$, and the "cone" is a flat cycloid in the $xy$ plane. At $B_s$ all spins are parallel and $P$ vanishes. The slope is $dP/dB=-2P(0)B/B_s^2$. It is zero at zero field, where $P$ is even in $B$, and grows in magnitude up to $B_s$.

If the pitch did change, the half-field ratio would be $\tfrac34\sin Q(B_s/2)/\sin Q(0)$. If a sudden transition ended the cone before $m=1$, the field to use for $B_s$ would be the one obtained by extending the straight magnetization line to $m=1$.

### (c) Why the magnetization is linear and the pitch fixed

Count each bond once. Let the layers be square lattices, so that there are two in-layer bonds per spin, with exchange $J_L<0$ for the $x$ and $y$ spin components and $J_L+K/2$ for the $z$ component. With $0<K/2<|J_L|$ the $z$ components are coupled slightly less strongly, which makes $xy$ the easy plane. For parallel spins in a layer, these bonds contribute $S^2(2J_L+Ks_z^2)$ per spin.

For spins $p$ layers apart,

$$\mathbf s_n\cdot\mathbf s_{n+p}=r^2[\cos Qn\cos Q(n+p)+\sin Qn\sin Q(n+p)]+m^2=(1-m^2)\cos pQ+m^2 .$$

Define $j(q)=J_1\cos q+J_2\cos2q$. The energy per spin is then

$$E=S^2\left[2J_L+j(Q)(1-m^2)+(j(0)+K)m^2\right]-g\mu_BBSm .$$

**Pitch.** For $|m|<1$ the factor of $j(Q)$ is positive, so the best $Q$ minimizes $j$ at any field. With $c=\cos Q$ and $\cos2Q=2c^2-1$,

$$j=J_1c+2J_2c^2-J_2 .$$

For $J_2>0$ this parabola opens upward, and its minimum is at $c=-J_1/(4J_2)$. A spiral requires $|J_1|<4J_2$. No field appears in the condition.

**Magnetization.** Collect the terms in $m$:

$$E=S^2[2J_L+j(Q)]+S^2\Delta\,m^2-g\mu_BBSm,\qquad \Delta=j(0)+K-j(Q)>0 .$$

Setting the derivative to zero gives $2S^2\Delta m=g\mu_BBS$, so

$$m=\frac{g\mu_BB}{2S\Delta}=\frac{B}{B_s},\qquad B_s=\frac{2S\Delta}{g\mu_B}.$$

The magnetization is linear because both energies that oppose the field are quadratic in $m$.

**No lower state.** Let $\mathbf s_{\mathbf q}$ be the Fourier components of an arbitrary arrangement of unit spins, normalized so that $\sum_{\mathbf q}|\mathbf s_{\mathbf q}|^2=1$. Let $\gamma$ be the sum of the cosines of the two in-layer phases, so $\gamma\le2$. The exchange energy divided by $S^2$ weights each $|s^{x}_{\mathbf q}|^2$ and $|s^{y}_{\mathbf q}|^2$ with $j(q_x)+J_L\gamma$, and each $|s^z_{\mathbf q}|^2$ with $j(q_x)+(J_L+K/2)\gamma$. Since $J_L$ and $J_L+K/2$ are negative and $K>0$, none of these weights is below $j(Q)+2J_L$.

The uniform $z$ component has $|s^z_0|^2=m^2$ and the weight $j(0)+K+2J_L$. The rest of the sum rule, $1-m^2$, costs at least $j(Q)+2J_L$ per unit. Hence

$$E\ge S^2\left[2J_L+j(Q)(1-m^2)+(j(0)+K)m^2\right]-g\mu_BBSm .$$

The right-hand side is the energy of the cone. For $B<B_s$ its minimum over $m$ is the cone found above. For $B\ge B_s$ the minimum in the allowed range is at $m=1$, the saturated state.

### (d) Numbers

The pitch follows from $\cos Q=0.20/0.40=0.5$, so $Q=60^\circ$ per layer. Then

$$j(0)=-0.20+0.10=-0.10\ \text{meV},$$

$$j(Q)=-0.20(0.5)+0.10(-0.5)=-0.15\ \text{meV},$$

$$\Delta=-0.10+0.02+0.15=0.07\ \text{meV}.$$

The closing field is $B_s=2(2.5)(0.07\ \text{meV})/(2\mu_B)=3.02$ T, and half of it is 1.51 T. The zero-field polarization is

$$P(0)=\frac{(1.2\times10^{-5})(6.25)(0.866)}{0.1}\ \frac{e}{\text{nm}^2}=6.5\times10^{-4}\ \frac{e}{\text{nm}^2}=104\ \mu\text{C/m}^2 .$$

At 1.51 T it is $0.75\times104=78$ µC/m$^2$. The slope there is $-P(0)/B_s\approx-34$ µC/m$^2$ per tesla.

The cone need not be assumed. In a ring of 24 layers, the direction of every layer spin was left free and the energy minimized from five perturbed spirals with 2 to 6 turns. At each of four fields, the lowest state had a pitch of $60^\circ$, and its polarization was computed from the bond dipoles:

| $B/B_s$ | $M/M_s$ | $P$ (µC/m$^2$) |
|---|---|---|
| 0 | 0.00 | 104.1 |
| 0.25 | 0.25 | 97.6 |
| 0.50 | 0.50 | 78.0 |
| 0.75 | 0.75 | 45.5 |

The ring admits uniform spirals in steps of $15^\circ$, so it tests the constancy of the pitch to that resolution; the argument in (c) has no such limit. At $1.1B_s$ the polarization vanished.

**Shape of the sample.** In a thin plate whose normal is along $z$, the internal field is the applied field $B_a$ less $\mu_0M_sm$. From $m=(B_a-\mu_0M_sm)/B_s$,

$$m=\frac{B_a}{B_s+\mu_0M_s}.$$

Here $\mu_0M_s=0.58$ T, so the applied closing field rises to 3.61 T. Taken alone, this effect keeps the magnetization linear and leaves the ratio at half of that applied field at 0.75.

**Anisotropy within the rotation plane.** Add $S^2K_{\rm in}s_x^2$ per spin with $K_{\rm in}=0.005$ meV. Over a uniform rotation $s_x^2$ averages to $(1-m^2)/2$, so the added energy is $S^2K_{\rm in}(1-m^2)/2$. To first order this replaces $\Delta$ by $\Delta-K_{\rm in}/2=0.0675$ meV. At the unchanged field of 1.51 T,

$$m=\frac{0.5\times0.07}{0.0675}=0.519,\qquad \frac{P}{P(0)}=1-0.519^2=0.731 .$$

Relaxing the ring with this term, started from the $60^\circ$ spiral, gives 0.7305. The first-order change of cone angle thus accounts for nearly all of the shift. This term also ends the polar cone early: in the relaxed ring $P$ vanishes between $0.90B_s$ and $0.95B_s$, while $m$ is still below 1. The field at which $P$ vanishes is then not the $B_s$ of part (c).

**Dipolar energy of the rotation.** The rotating component $s_x$ points along the stacking direction and creates a demagnetizing field of its own in each layer. Treating the layers as continuous sheets, its energy per spin is $\tfrac12\mu_0M_s^2V s_x^2$. This has the form of the anisotropy term above, with

$$K_{\rm dip}=\frac{\mu_0M_s^2V}{2S^2}\approx0.0135\ \text{meV}.$$

This is larger than the 0.005 meV just assumed. With no demagnetizing field along $z$, as in a long needle along the field, it replaces $\Delta$ by about 0.063 meV, so that at 1.51 T $m\approx0.55$ and the ratio is about 0.69. $P$ then vanishes between $0.80B_s$ and $0.85B_s$. A demagnetizing factor $N$ along $z$ adds $NK_{\rm dip}$ to $\Delta$, so at an applied 1.51 T the first-order ratio is about 0.73 for a sphere and 0.79 for the plate. The 75 percent at $B_s/2$, with $B_s$ from part (c), is therefore accurate only if the sum of $K_{\rm in}$ and $K_{\rm dip}$ is small compared with $2\Delta$.

The sum must also stay below $K$, or the spins at zero field rotate in the $yz$ plane and the net spin-current polarization vanishes. The value of $K_{\rm dip}$ depends on the spacing of the spins. For point moments on square lattices with the same $V$, lattice sums give about 0.014 meV if the layer spacing equals the spacing within the layers, and about 0.022 meV if it is 1.5 times as large. In the first case the dipolar energy is a correction of several percentage points, though together with $K_{\rm in}=0.005$ meV it comes close to $K=0.020$ meV. In the second case it exceeds $K$, and the 75 percent no longer applies. The example thus needs nearly equal spacings or a stronger easy-plane anisotropy $K$.

**Fluctuations.** Linear spin-wave theory for the zero-field cycloid gives a relative reduction of the ordered spin of 0.0005 at zero temperature and 0.011 at 10 K. The classical picture is therefore a good start for this layered model at low temperature. Higher temperatures are taken up in Variation 2.

**Beside a real case.** The parameters were chosen for the rough regime of Y-type hexaferrites, in which fields of a few tesla act on conical order and polarizations can be of order 100 µC/m$^2$. They do not describe one compound. Hexaferrites contain large ferrimagnetic blocks where the model has single spins of 5/2, and several of them order magnetically above room temperature, far above this model. Their easy plane is often the layer plane, which corresponds to $K_{\rm in}>0$. If the total $K_{\rm in}$, with the dipolar part included, exceeded $K$, a spiral rotating in the $yz$ plane would have the lower average anisotropy energy at zero field, and its net spin-current polarization would be zero. The reference state at $B=0$ must therefore be established before the 75 percent is applied. A spontaneous moment along the cone axis also breaks the assumptions, as Variation 1 shows.

The result concerns the spin-current part of the polarization. In the cone, $\mathbf s_n\cdot\mathbf s_{n+1}$ is the same on every bond. If each bond has a centre of inversion in the crystal, a dipole proportional to this scalar product is forbidden. In a crystal that is already polar, such a term may add a field-dependent background, which must be subtracted first.

## Variation 1: a cone with a spontaneous moment

*The magnetization is still a straight line in field, but starts from $m_0>0$ at $B=0$ and reaches 1 at $B_s$. What is the ratio at $B_s/2$?*

The line is $m=m_0+(1-m_0)B/B_s$, and at half field $m=(1+m_0)/2$. Part (a) does not use the field dependence of $m$, so

$$\frac{P(B_s/2)}{P(0)}=\frac{1-(1+m_0)^2/4}{1-m_0^2}=\frac{4-(1+m_0)^2}{4(1-m_0^2)} .$$

The numerator is a difference of squares, $[2-(1+m_0)][2+(1+m_0)]=(1-m_0)(3+m_0)$. Cancelling $1-m_0$ gives

$$\frac{P(B_s/2)}{P(0)}=\frac{3+m_0}{4(1+m_0)} .$$

This is $\tfrac34$ at $m_0=0$ and falls towards $\tfrac12$ as $m_0\to1$. For $m_0=0.2$ it is $3.2/4.8=0.667$. Linearity alone is thus not sufficient: the line must pass through the origin. The share of $P(0)$ lost by half field is one minus this ratio, $(1+3m_0)/[4(1+m_0)]$, which grows with $m_0$: the zero-field cone is already partly closed, so $1-m^2$ starts with a finite slope instead of a flat top.

## Variation 2: finite temperature in mean field

*Each spin now has a thermal average $S\boldsymbol\sigma_n$ of reduced length $\sigma<1$. Does the 75 percent survive?*

In mean field, a spin feels the applied field and the average of its neighbours. For a rotating component, the two neighbours at distance $p$ add up to $2\cos pQ$ times the component itself. Let $a=-j(Q)-2J_L$, which is 2.15 meV here. The energy fields conjugate to the spin are

$$\mathbf h_\perp=2Sa\,\boldsymbol\sigma_\perp,\qquad h_z=g\mu_BB-2S\Delta\,\sigma_z+2Sa\,\sigma_z ,$$

because $j(0)+K+2J_L=\Delta-a$. The thermal average is parallel to $\mathbf h$. As long as $\boldsymbol\sigma_\perp\neq0$, the first relation fixes the ratio of field to average at $2Sa$, and the $z$ components must have the same ratio, $h_z=2Sa\sigma_z$. Hence

$$g\mu_BB=2S\Delta\,\sigma_z\quad\Rightarrow\quad\sigma_z=\frac{B}{B_s(0)},$$

where $B_s(0)$ is the closing field at zero temperature. The total field has magnitude $2Sa\sigma$, so with the Brillouin function $\mathcal B_S$ for spin $S$,

$$\sigma=\mathcal B_S\!\left(\frac{2S^2a\sigma}{k_BT}\right),$$

which does not contain $B$. Inside the cone phase the field tilts the average spin without changing its length.

Mean field replaces the average of $\mathbf s_n\times\mathbf s_{n+1}$ by the product of averages, so $P\propto\sigma^2-\sigma_z^2$ and

$$\frac{P(B,T)}{P(0,T)}=1-\left(\frac{B}{\sigma B_s(0)}\right)^2 .$$

The cone closes at $B_s(T)=\sigma B_s(0)$. At half of this field the ratio is again $\tfrac34$. At the fixed field $B_s(0)/2$, however, it is $1-1/(4\sigma^2)$.

At 77 K, about half of the mean-field ordering temperature of roughly 150 K, the self-consistent solution has $\sigma=0.87$. The closing field drops from 3.02 to 2.64 T. The ratio is 0.75 at half the new closing field, but 0.67 at the old half field of 1.51 T. A measurement should therefore take $B_s$ at the temperature at which it takes $P$.

Both the law and the value of $\sigma$ are mean-field results, and the value can be checked against spin waves. At 77 K linear spin waves give a reduction of 0.27 at zero field, twice the mean-field value of 0.13. A reduction of that size is also outside the range where non-interacting spin waves can be trusted. Inserting $\sigma=0.73$ into the mean-field formula would lower the ratio at 1.51 T to about 0.53. This combines two approximations and shows how uncertain the 77 K number is; it is not a better prediction. At 10 K the same estimate, with $\sigma=0.989$, gives 0.744. It omits a zero-point lowering of $m$ in the field, which acts the other way. Taking the spin current from the spin-wave free energy of the cone in the field gives 0.756 at zero temperature and 0.748 at 10 K, both within 0.01 of the classical 0.75.

## Values computed for the example and the checks

```
Spin S = 2.5, g = 2.0
J1 = -0.20 meV, J2 = 0.10 meV, in-layer J = -1.00 meV
Easy-plane anisotropy K = 0.020 meV
Bond coefficient = 1.20e-05 e nm, volume per spin = 0.1 nm^3
Pitch Q = 60.00 degrees per layer
j(0) = -0.1000 meV, j(Q) = -0.1500 meV
Delta = 0.0700 meV
Saturation field Bs = 3.0233 T, half = 1.5116 T
Formula P(0) = 104.064 microC/m^2
Relaxed ring: B/Bs, B (T), M/Ms, pitch (deg), P (microC/m^2)
  0.00  0.0000  -0.00000  60.00  104.064
  0.25  0.7558  0.25000  60.00  97.560
  0.50  1.5116  0.50000  60.00  78.048
  0.75  2.2675  0.75000  60.00  45.528
Relaxed P(Bs/2)/P(0) = 0.75000
P at 1.1 Bs = 0.0000 microC/m^2
Ratio with spontaneous moment 0.2 Ms = 0.6667
Plate: mu0 Ms = 0.5827 T, applied Bs = 3.6060 T
Plate: ratio at half applied Bs = 0.7500
In-plane anisotropy 0.005 meV: ratio at Bs/2 = 0.7305
  first-order estimate of that ratio = 0.7311
Mean-field ordering temperature = 145.5 K
Mean field: T (K), spin length, Bs(T) (T), ratio at Bs(T)/2, at Bs(0)/2
  10  1.00000  3.0233  0.75000  0.75000
  77  0.87168  2.6353  0.75000  0.67098
Spin waves at B=0: T (K), relative spin reduction, shift mesh 32 to 64
  0  0.00046  0.00001
  10  0.01106  0.00026
  77  0.27111  0.00199
```
